# Elliott-Yafet and Dyakonov-Perel Spin Relaxation: Opposite Dependence on Momentum Scattering

In a model semiconductor whose electrons scatter every 0.48 ps, the spin polarization lives for about 28 ns. A cleaner sample, with 1.38 ps between collisions, keeps it for 45 ns. Further cleaning, to 4.84 ps, shortens the lifetime to 23 ns. Two mechanisms compete here: one acts during collisions, and the other acts between them and is held back by them.

Consider degenerate conduction electrons on a spherical Fermi surface of radius $k$, with a small spin polarization. They scatter elastically from weak, spin-independent impurities, treated in Born approximation. The impurity potential scatters equally into all directions, yet varies little within a unit cell. Hartree atomic units are used, and the electron charge is $-1$. The conduction states derive from an s-like orbital $|S\rangle$ at energy zero. Three p-like orbitals $|p_j\rangle$ lie below it, coupled by

$$H_{kp}=P\sum_j k_j\big(|S\rangle\langle p_j|+|p_j\rangle\langle S|\big),$$

with the phases of the p orbitals chosen to make $P$ real. Spin-orbit coupling splits the p states into $J=3/2$ at $-G$ and $J=1/2$ at $-(G+D)$. The example takes the round values $P=0.6$, $G=0.02$, $D=0.01$ and $k=0.005$. The small parameter is $Pk/G=0.15$, and formulas below are of leading order in it unless stated otherwise.

If the crystal has an inversion centre, each conduction level is doubly degenerate: time reversal takes wave vector and spin $(\mathbf k,\uparrow)$ to $(-\mathbf k,\downarrow)$, and inversion restores $\mathbf k$ without touching the spin. Without the centre, a splitting $\tfrac12\boldsymbol\Omega(\mathbf k)\cdot\boldsymbol\sigma$ is allowed, and time reversal requires $\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k)$. The Elliott-Yafet mechanism needs no such splitting; the Dyakonov-Perel mechanism does.

Take the centrosymmetric part first. The orbital angular momentum acts as $L_i|p_j\rangle=i\epsilon_{ijl}|p_l\rangle$, so its matrix elements are $(L_i)_{jl}=-i\epsilon_{ijl}$. Since $\sigma_j\sigma_l=\delta_{jl}+i\epsilon_{ijl}\sigma_i$,

$$(\mathbf L\cdot\boldsymbol\sigma)_{jl}=\delta_{jl}-\sigma_j\sigma_l=\delta_{jl}-3Q_{jl},\qquad Q_{jl}=\tfrac13\sigma_j\sigma_l .$$

Because $\sum_m\sigma_m\sigma_m=3$, one finds $Q^2=Q$, so $Q$ is a projector. Where $Q=1$, $\mathbf L\cdot\boldsymbol\sigma=-2$, which is the value for $J=1/2$; where $Q=0$ it is $1$, the value for $J=3/2$. The p-state Hamiltonian is therefore $-G-DQ$. First-order perturbation theory needs minus its inverse,

$$R_{jl}=\frac{\delta_{jl}}{G}+\frac c3\,\sigma_j\sigma_l,\qquad c=\frac1{G+D}-\frac1G=-\frac{D}{G(G+D)} .$$

A conduction state with spinor $\chi$ in its s part has the p amplitudes $\phi_j=P\sum_lR_{jl}k_l\chi$. With $\sigma_j(\boldsymbol\sigma\cdot\mathbf k)=k_j+i(\mathbf k\times\boldsymbol\sigma)_j$ this becomes

$$\phi_j=P\Big[\Big(\frac1G+\frac c3\Big)k_j+\frac{ic}{3}(\mathbf k\times\boldsymbol\sigma)_j\Big]\chi .$$

The last term mixes in the opposite spin. For $\chi=\uparrow$, the matrix elements $\langle\downarrow|\boldsymbol\sigma|\uparrow\rangle$ form the vector $\mathbf v=(1,i,0)$, and

$$|\mathbf k\times\mathbf v|^2=k^2|\mathbf v|^2-|\mathbf k\cdot\mathbf v|^2=2k^2-(k_x^2+k_y^2)=k^2+k_z^2 .$$

Its average over directions is $4k^2/3$, so the mean opposite-spin weight is

$$\langle b^2\rangle=\frac{P^2c^2}{9}\,\frac{4k^2}{3}=\frac{4P^2c^2k^2}{27}.$$

Choosing the two states of each doublet to diagonalize $\sigma_z$ instead rotates them by an angle of order $k^2$, which changes this weight at order $k^4$.

The same constant $c$ fixes the g shift. In a magnetic field, $\mathbf k$ becomes $\boldsymbol\pi=\mathbf p+\mathbf A$, whose components satisfy $\boldsymbol\pi\times\boldsymbol\pi=-i\mathbf B$. Eliminating the p states adds $P^2\sum_{jl}\pi_jR_{jl}\pi_l$ to the conduction Hamiltonian. Its spin-dependent piece follows from

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)=\pi^2+\boldsymbol\sigma\cdot\mathbf B,$$

so that, including the free kinetic energy but not the bare Zeeman term,

$$H_c=\frac{\pi^2}{2m^*}+\frac{P^2c}{3}\,\boldsymbol\sigma\cdot\mathbf B,\qquad \frac1{m^*}=1+\frac{2P^2}{3}\Big(\frac2G+\frac1{G+D}\Big).$$

A Zeeman energy $g\mu_B\mathbf B\cdot\mathbf S$ with $\mu_B=\tfrac12$ and $\mathbf S=\boldsymbol\sigma/2$ equals $\tfrac g4\boldsymbol\sigma\cdot\mathbf B$. Comparison gives

$$\Delta g=\frac{4P^2c}{3}=-\frac{4P^2}{3}\frac{D}{G(G+D)} .$$

Here $4P^2/3=0.48$ and $D/[G(G+D)]=16.67$, so $\Delta g=-8.00$; the lowest Landau level of the full eight-band Hamiltonian gives $-7.998$ at $B=10^{-7}$ atomic units, and the remaining difference shrinks in proportion to $B$. Substituting $c=3\Delta g/(4P^2)$ into the mixing,

$$\langle b^2\rangle=\frac{(\Delta g)^2k^2}{12P^2}.$$

The example has $\langle b^2\rangle=3.7\times10^{-4}$, against $3.4\times10^{-4}$ from the eight-band states.

Mixing alone does not fix the relaxation rate. A potential that is smooth within a cell sees the overlap of the two cell functions. To find it, square $R$ using the projector: $R^2=(1-Q)/G^2+Q/(G+D)^2$. The p parts contribute

$$P^2\sum_{jl}k_j(R^2)_{jl}k'_l=\frac{P^2\,\mathbf k\cdot\mathbf k'}{G^2}-\lambda(\boldsymbol\sigma\cdot\mathbf k)(\boldsymbol\sigma\cdot\mathbf k'),\qquad \lambda=\frac{P^2}{3}\Big[\frac1{G^2}-\frac1{(G+D)^2}\Big].$$

The s parts contribute a scalar, because normalization involves $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$. Expanding the product of Pauli matrices gives the $2\times2$ overlap matrix for scattering from $\mathbf k'$ to $\mathbf k$,

$$M_{\mathbf k\mathbf k'}=\alpha-i\lambda\,\boldsymbol\sigma\cdot\mathbf q,\qquad \mathbf q=\mathbf k\times\mathbf k',$$

with $\alpha$ real and equal to $1$ up to terms of order $(Pk/G)^2$. Factorizing the difference of squares, with $s=1/G+1/(G+D)$, ties the spin-dependent part to the g shift:

$$\lambda=-\frac{P^2}{3}\,c\,s=-\frac{\Delta g\,s}{4}.$$

For the example $s=83.3$, hence $\lambda=8\times83.3/4=167$ and $\lambda k^2=4.17\times10^{-3}$.

Now follow the density matrix $\rho_{\mathbf k}=\tfrac12(n+\boldsymbol\sigma\cdot\mathbf S_{\mathbf k})$ of the doublet. For elastic scattering the Pauli blocking factors cancel between gain and loss, leaving

$$\frac{d\rho_{\mathbf k}}{dt}=\frac1\tau\Big\langle M\rho_{\mathbf k'}M^\dagger-\tfrac12\{MM^\dagger,\rho_{\mathbf k}\}\Big\rangle_{\mathbf k'},\qquad M=M_{\mathbf k\mathbf k'} .$$

The total scattering rate is $1/\tau$ up to terms of order $(Pk/G)^2$; in the eight-band numbers below, $\tau$ is defined as the inverse of the full total rate. At leading order it is also the momentum relaxation rate, since isotropic scattering erases the direction of motion in one collision; with the eight-band overlaps the two differ by 1.2%.

Insert a density matrix that is the same for all $\mathbf k$. The gain terms linear in $\lambda$ are proportional to the commutator $[\boldsymbol\sigma\cdot\mathbf q,\rho]$ and vanish because $\mathbf q$ averages to zero over $\mathbf k'$. In the loss, $MM^\dagger=\alpha^2+\lambda^2q^2$ has no linear term. The $\alpha^2$ terms cancel between gain and loss, so

$$\frac{d\rho}{dt}=\frac{\lambda^2}{\tau}\Big\langle(\boldsymbol\sigma\cdot\mathbf q)\rho(\boldsymbol\sigma\cdot\mathbf q)-q^2\rho\Big\rangle .$$

With $(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf S)(\boldsymbol\sigma\cdot\mathbf q)=2(\mathbf q\cdot\mathbf S)\,\boldsymbol\sigma\cdot\mathbf q-q^2\,\boldsymbol\sigma\cdot\mathbf S$, the spin obeys

$$\frac{d\mathbf S}{dt}=-\frac{2\lambda^2}{\tau}\big\langle q^2\mathbf S-\mathbf q(\mathbf q\cdot\mathbf S)\big\rangle=-\frac{4\lambda^2}{3\tau}\langle q^2\rangle\,\mathbf S .$$

At fixed $\mathbf k$ the vector $\mathbf q$ is perpendicular to $\mathbf k$, so the last step averages over the direction of $\mathbf k$ as well, as the total spin requires; over both directions isotropy gives $\langle q_iq_j\rangle=\delta_{ij}\langle q^2\rangle/3$. If $\theta$ is the scattering angle, $\langle q^2\rangle=k^4\langle\sin^2\theta\rangle=2k^4/3$. The Elliott-Yafet rate is therefore

$$\boxed{\frac1{T_{EY}}=\frac89\frac{(\lambda k^2)^2}{\tau}=\frac{(\Delta g)^2}{18}\frac{(k^2s)^2}{\tau}}$$

Each collision carries a small chance of reversing the spin, so more collisions mean faster relaxation. In the example, $\tau/T_{EY}=\tfrac89(4.17\times10^{-3})^2=1.54\times10^{-5}$.

The rate is proportional to $(\Delta g)^2/\tau$ when $k$ and $s$ are held fixed, but the coefficient is not universal. Halving $k$ lowers it sixteenfold, from $2.4\times10^{-7}$ to $1.5\times10^{-8}$. In terms of the mixing,

$$\frac1{T_{EY}}=\frac23(Pks)^2\,\frac{\langle b^2\rangle}{\tau},$$

and the prefactor is $\tfrac23(0.25)^2=0.042$. It is small because the s part of each state has pure spin. A flip must pass through the p parts of both the initial and the final state, and each of these is of order $Pk/G$.

Diagonalizing the collision operator built from eight-band states gives 0.906 of the formula's rate at this $k$, 0.975 at half of it and 0.996 at $k=0.001$. From the first value to the second the shortfall drops by a factor of about four, as a relative correction of order $k^2$ should.

Now remove the inversion centre and, for the moment, set $\lambda=0$. The energy $\tfrac12\boldsymbol\Omega\cdot\boldsymbol\sigma$ turns each spin according to $d\mathbf S/dt=\boldsymbol\Omega\times\mathbf S$, while collisions replace $\mathbf S_{\mathbf k}$ by the average $\bar{\mathbf S}$ over the Fermi surface:

$$\frac{d\mathbf S_{\mathbf k}}{dt}=\boldsymbol\Omega_{\mathbf k}\times\mathbf S_{\mathbf k}-\frac{\mathbf S_{\mathbf k}-\bar{\mathbf S}}{\tau}.$$

Write $\mathbf S_{\mathbf k}=\bar{\mathbf S}+\delta\mathbf S_{\mathbf k}$. Since $\boldsymbol\Omega$ is odd in $\mathbf k$, it averages to zero, and the average of the equation is $d\bar{\mathbf S}/dt=\langle\boldsymbol\Omega\times\delta\mathbf S\rangle$. When $\Omega\tau\ll1$, the deviation relaxes, with time constant $\tau$, to the balance between precession and scattering, $\delta\mathbf S=\tau\,\boldsymbol\Omega\times\bar{\mathbf S}$. Putting this back,

$$\frac{d\bar{\mathbf S}}{dt}=\tau\langle\boldsymbol\Omega\times(\boldsymbol\Omega\times\bar{\mathbf S})\rangle=-\tau\langle\Omega^2\bar{\mathbf S}-\boldsymbol\Omega(\boldsymbol\Omega\cdot\bar{\mathbf S})\rangle=-\frac23\langle\Omega^2\rangle\tau\,\bar{\mathbf S},$$

where cubic symmetry gives $\langle\Omega_i\Omega_j\rangle=\delta_{ij}\langle\Omega^2\rangle/3$.

For the cubic Dresselhaus splitting, $\Omega_x=2\gamma k_x(k_y^2-k_z^2)$, and the other components follow cyclically. The averages over unit vectors follow from three independent Gaussian variables of unit variance. Their second and fourth moments are 1 and 3, and the sixth moment of the radius is $3\cdot5\cdot7=105$. Dividing out the radius gives $\langle x^2y^4\rangle=3/105$ and $\langle x^2y^2z^2\rangle=1/105$. Hence $\langle\Omega_x^2\rangle=4\gamma^2k^6(3+3-2)/105=16\gamma^2k^6/105$, and $\langle\Omega^2\rangle$ is three times as large. The Dyakonov-Perel rate is

$$\boxed{\frac1{T_{DP}}=\frac23\langle\Omega^2\rangle\tau=\frac{32}{105}\gamma^2k^6\tau}$$

This is motional narrowing. Between collisions a spin turns through an angle of about $\Omega\tau$, and each collision chooses a new axis. After $t/\tau$ such steps the mean square angle is about $(t/\tau)(\Omega\tau)^2=\Omega^2\tau t$. Frequent collisions cut the steps short, and this outweighs their greater number.

The law requires $\Omega\tau\ll1$. For any strength of precession, look for a mode decaying as $e^{-t/T}$ and set $x=1-\tau/T$. The kinetic equation becomes

$$x\,\mathbf S_{\mathbf k}-\tau\boldsymbol\Omega\times\mathbf S_{\mathbf k}=\bar{\mathbf S}.$$

Along $\boldsymbol\Omega$ the response to $\bar{\mathbf S}$ is $1/x$. For each of the two perpendicular directions it is $x/(x^2+\Omega^2\tau^2)$, plus a sideways part that is odd in $\boldsymbol\Omega$ and averages away. Cubic symmetry makes the averaged response a multiple of the unit matrix, equal to one third of its trace. Self-consistency then demands

$$1=\frac13\Big\langle\frac1x+\frac{2x}{x^2+\Omega^2\tau^2}\Big\rangle .$$

For weak precession put $x=1-\delta$. The right side is $1+\delta-\tfrac23\langle\Omega^2\rangle\tau^2$ to first order, which returns the narrowing law. For strong precession the second term disappears except near the few directions where $\boldsymbol\Omega$ vanishes, so $x\to1/3$ and $1/T\to2/(3\tau)$. The two spin components perpendicular to $\boldsymbol\Omega$ are lost between collisions and the parallel one survives. At $\Omega_{\rm rms}\tau=0.3$ the solution agrees with the narrowing law to about 0.1%, but this closeness is special to the Dresselhaus form. Keeping the next order, $\delta+\delta^2-\tfrac23\langle\Omega^2\rangle\tau^2(1+3\delta)+\tfrac23\langle\Omega^4\rangle\tau^4=0$, gives the relative correction $\big(\tfrac43-\langle\Omega^4\rangle/\langle\Omega^2\rangle^2\big)\langle\Omega^2\rangle\tau^2$. For the Dresselhaus form the Gaussian moments give the ratio $560/429\approx1.31$, which nearly cancels $4/3$ and leaves 0.03% at $\Omega_{\rm rms}\tau=0.1$ and 0.25% at 0.3, where higher orders lower it to the 0.12% of the full solution; for a constant $|\boldsymbol\Omega|$ the ratio is 1 and the correction at 0.3 would be about 3%. For the Dresselhaus form the decay rate falls to 0.73 of the narrowing law at $\Omega_{\rm rms}\tau=1$ and to 0.11 of it at 3. A relaxation rate proportional to $1/\tau$ is thus not by itself proof of the Elliott-Yafet mechanism.

With both mechanisms present, an interference term of order $\lambda\Omega$ might be feared. The part of the collision gain linear in $\lambda$ feeds $\mathbf S_{\mathbf k}$ at the rate $(2\lambda/\tau)\langle(\mathbf k\times\mathbf k')\times\mathbf S_{\mathbf k'}\rangle_{\mathbf k'}$, which is odd in $\mathbf k$ and so adds nothing to $\bar{\mathbf S}$, whatever the form of $\boldsymbol\Omega$. It could still reach $\bar{\mathbf S}$ after a further precession step, at the higher order $\lambda k^2\Omega^2\tau$, and this needs the averages $\langle k'_iS_{\mathbf k',j}\rangle$. The deviation produced by precession is linear in $\boldsymbol\Omega$, and $\langle k_i\Omega_j\rangle=0$ for the Dresselhaus form: $\langle k_x^2(k_y^2-k_z^2)\rangle$ vanishes by exchange of $y$ and $z$, and the unequal components vanish by reflection. The opposite order of the $\lambda\Omega$ term fails too, because the linear term gives nothing when it acts on a uniform spin density. At leading order the rates add:

$$\frac1T=\frac A\tau+C\tau,\qquad A=\frac89(\lambda k^2)^2,\qquad C=\frac23\langle\Omega^2\rangle .$$

For a splitting linear in $\mathbf k$ the term of order $\lambda k^2\Omega^2\tau$ need not vanish, but it is only a relative correction of order $\lambda k^2$ to the Dyakonov-Perel rate.

Setting the derivative with respect to $\tau$ to zero gives the longest lifetime at $\tau^*=\sqrt{A/C}$, where the two rates are equal and $T=1/(2\sqrt{AC})$. At that point

$$\Omega_{\rm rms}\tau^*=\sqrt{\tfrac43}\,|\lambda|k^2,$$

which is small whenever the overlap expansion holds, so the crossover lies inside the motional-narrowing regime.

With $\gamma=1$, $C=4.76\times10^{-15}$ and $\tau^*=\sqrt{1.54\times10^{-5}/4.76\times10^{-15}}=5.7\times10^4$ atomic units, or 1.38 ps. There $\Omega_{\rm rms}\tau^*=0.0048$. The three samples compare as follows, with rates in inverse atomic units of time:

| $\tau$ (ps) | $A/\tau$ | $C\tau$ | $T$ (ns) |
|---|---|---|---|
| 0.48 | $7.7\times10^{-10}$ | $9.5\times10^{-11}$ | 28 |
| 1.38 | $2.7\times10^{-10}$ | $2.7\times10^{-10}$ | 45 |
| 4.84 | $7.7\times10^{-11}$ | $9.5\times10^{-10}$ | 23 |

In the first sample collisions cause most of the relaxation; in the last, precession between them does. Diagonalizing one kinetic operator that contains both mechanisms and the eight-band overlaps gives 30, 47 and 24 ns. The change is largest in the dirtiest sample, where the Elliott-Yafet formula, about 10% too high at this $k$, carries most weight. The kinetic equation itself presumes well-defined momentum states, $E_F\tau\gg1$. That product is 8, 23 and 81 in the three samples, so the first result is the least secure. The numerical check checks the formulas numerically.

## Computed values

```
MODEL (atomic units unless stated)
P = 0.6, gap G = 0.02 Ha, splitting D = 0.01 Ha
Fermi wave number k = 0.005, Dresselhaus gamma = 1.0
P*k/G = 0.150
effective mass at band edge = 0.03030 m_e
Fermi energy, parabolic = 4.1250e-04 Ha
Fermi energy, eight-band = 4.0543e-04 Ha = 11.03 meV
G SHIFT AND MIXING
g shift, formula = -8.0000
g shift, Landau levels = -7.9984
s = 1/G + 1/(G+D) = 83.333 1/Ha
lambda = 166.667 bohr^2, lambda*k^2 = 4.16667e-03
mean mixing b^2, formula = 3.7037e-04
mean mixing b^2, eight-band = 3.4105e-04
ELLIOTT-YAFET
tau/T_EY, leading formula = 1.5432e-05
tau/T_EY, eight-band = 1.3980e-05
eight-band/formula at k = 0.9059
eight-band/formula at k/2 = 0.9751
eight-band/formula at k=0.001: 0.9960
(tau/T_EY)/dg^2 at k, formula = 2.4113e-07
(tau/T_EY)/dg^2 at k/2, formula = 1.5070e-08
(tau/T_EY)/b^2, formula = 0.04167
momentum relaxation rate * tau = 0.9882
DYAKONOV-PEREL
rms Omega = 8.4515e-08 Ha
1/(T_DP*tau) = 4.7619e-15 Ha^2
rms Omega*tau | exact tau/T | exact/(narrowing law)
    0.1  0.00667  1.0003
    0.3  0.06007  1.0012
    1.0  0.48737  0.7311
    3.0  0.64722  0.1079
   10.0  0.66443  0.0100
SAMPLES: leading formulas, rates in 1/(atomic time)
dirtier: tau = 2.0000e+04 a.u. = 0.4838 ps
  EY = 7.7160e-10, DP = 9.5238e-11, sum = 8.6684e-10
  T = 27.90 ns; joint operator T = 30.45 ns
  Omega*tau = 0.00169, E_F*tau = 8.11
crossover: tau = 5.6928e+04 a.u. = 1.3770 ps
  EY = 2.7108e-10, DP = 2.7108e-10, sum = 5.4217e-10
  T = 44.62 ns; joint operator T = 46.82 ns
  Omega*tau = 0.00481, E_F*tau = 23.08
cleaner: tau = 2.0000e+05 a.u. = 4.8378 ps
  EY = 7.7160e-11, DP = 9.5238e-10, sum = 1.0295e-09
  T = 23.49 ns; joint operator T = 23.66 ns
  Omega*tau = 0.01690, E_F*tau = 81.09
```
